# Why does a mass step reflect electrons when band edges align?: a numerical check

```python
"""
Result under test: for aligned parabolic bands, normal incidence and a mass
ratio of four, BenDaniel-Duke matching gives current transmission T = 8/9.
Atomic units are used internally. m1, m2: effective masses in electron masses;
E: energy above the common band edge; k: wave number; v = k/m: velocity;
r, t: reflected and transmitted amplitudes; R, T: current fractions.
The lattice calculation uses the Hamiltonian -(1/2) d/dz (1/m) d/dz + V
and imposes no interface matching formula.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import dblquad, quad, solve_ivp
from scipy.linalg import eigh_tridiagonal

HARTREE = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
m1, m2 = 0.05, 0.20
energy_ev = 0.10
E = energy_ev / HARTREE
k1, k2 = np.sqrt(2*m1*E), np.sqrt(2*m2*E)
v1, v2 = k1/m1, k2/m2


def formula_T(e_left, e_right, mass_left, mass_right, spike=0.0):
    """Transmission from longitudinal kinetic energies on the two sides."""
    vl = np.sqrt(2*e_left/mass_left)
    vr = np.sqrt(2*e_right/mass_right)
    return 4*vl*vr/((vl + vr)**2 + 4*spike**2)


def lattice_scattering(ml, mr, energy, vl=0.0, vr=0.0, spike=0.0, a=0.5):
    """Scattering solution of the discretized Hamiltonian, interface on a node."""
    n = 20
    ql = np.arccos(1 - ml*a*a*(energy - vl))/a
    qr = np.arccos(1 - mr*a*a*(energy - vr))/a
    psi = np.exp(1j*qr*n*a)
    flux = (np.exp(1j*qr*(n + 1)*a) - psi)/(a*mr)
    for j in range(n, -n - 1, -1):
        potential = vr if j > 0 else vl
        if j == 0:
            potential = (vl + vr)/2 + spike/a
        flux = flux + 2*a*(energy - potential)*psi
        link_mass = mr if j - 0.5 > 0 else ml
        psi_right = psi
        psi = psi - a*link_mass*flux
    z0, z1 = -(n + 1)*a, -n*a
    waves = np.array([[np.exp(1j*ql*z0), np.exp(-1j*ql*z0)],
                      [np.exp(1j*ql*z1), np.exp(-1j*ql*z1)]])
    incoming, reflected = np.linalg.solve(waves, np.array([psi, psi_right]))
    velocity_left = np.sin(ql*a)/(ml*a)
    velocity_right = np.sin(qr*a)/(mr*a)
    r_amp, t_amp = reflected/incoming, 1/incoming
    return r_amp, t_amp, velocity_right/velocity_left*abs(t_amp)**2


def graded_T(width_angstrom):
    """Integrate through a layer in which the mass varies linearly."""
    w = width_angstrom/BOHR

    def equations(z, y):
        mass = m1 + (m2 - m1)*(z/w + 0.5)
        return [mass*y[1], -2*E*y[0]]

    solution = solve_ivp(equations, (w/2, -w/2), [1 + 0j, 1j*v2],
                         rtol=1e-9, atol=1e-11)
    assert solution.success
    psi, scaled_slope = solution.y[:, -1]
    incoming = (psi + scaled_slope/(1j*v1))/2
    return v2/(v1*abs(incoming)**2)


# Exact solution of the two matching equations.
ms, es = sp.symbols("m E", positive=True)
rs, ts = sp.symbols("r t")
ks1, ks2 = sp.sqrt(2*ms*es), sp.sqrt(8*ms*es)
sol = sp.solve([1 + rs - ts, ks1*(1 - rs)/ms - ks2*ts/(4*ms)],
               [rs, ts], dict=True)[0]
exact_r, exact_t = sp.simplify(sol[rs]), sp.simplify(sol[ts])
exact_T = sp.simplify((ks2/(4*ms))/(ks1/ms)*exact_t**2)
exact_R = sp.simplify(exact_r**2)
assert exact_T == sp.Rational(8, 9)
assert exact_R + exact_T == 1

# Ordinary derivative matching loses current.
bad = sp.solve([1 + rs - ts, ks1*(1 - rs) - ks2*ts], [rs, ts], dict=True)[0]
bad_R = sp.simplify(bad[rs]**2)
bad_T = sp.simplify((ks2/(4*ms))/(ks1/ms)*bad[ts]**2)
assert bad_R == exact_R and bad_R + bad_T != 1

# Hamiltonian on a lattice: amplitudes, convergence, direction and energy.
T_model = formula_T(E, E, m1, m2)
r_lat, t_lat, T_lat = lattice_scattering(m1, m2, E)
assert abs(r_lat - float(exact_r)) < 1e-4
assert abs(t_lat - float(exact_t)) < 1e-4
assert abs(T_lat - T_model) < 1e-4
assert abs(abs(r_lat)**2 + T_lat - 1) < 1e-9
err_coarse = lattice_scattering(m1, m2, E, a=2.0)[2] - float(exact_T)
err_fine = lattice_scattering(m1, m2, E, a=1.0)[2] - float(exact_T)
assert abs(err_coarse/err_fine - 4) < 0.05
r_back, t_back, T_back = lattice_scattering(m2, m1, E)
assert abs(T_back - float(exact_T)) < 1e-4
T_low = lattice_scattering(m1, m2, 0.1*E)[2]
T_high = lattice_scattering(m1, m2, 2*E)[2]
assert max(abs(T_low - 8/9), abs(T_high - 8/9)) < 1e-4
T_nine = lattice_scattering(m1, 9*m1, E)[2]
assert abs(T_nine - formula_T(E, E, m1, 9*m1)) < 1e-4

# A moving packet measures transmission as probability on the right.
a = 4.0
z = np.arange(-1500, 751)*a
links = np.concatenate(([z[0] - a/2], z + a/2))
link_masses = np.where(links < 0, m1, m2)
diagonal = (1/link_masses[:-1] + 1/link_masses[1:])/(2*a*a)
off_diagonal = -1/(2*a*a*link_masses[1:-1])
levels, states = eigh_tridiagonal(diagonal, off_diagonal)
packet = np.exp(-(z + 2500)**2/(4*400**2) + 1j*k1*z)
packet /= np.linalg.norm(packet)
final = states @ (np.exp(-1j*levels*12000)*(states.T @ packet))
packet_T = np.sum(abs(final[z > 0])**2)
# The finite lattice spacing shifts T by about one part in a thousand.
assert abs(packet_T - float(exact_T)) < 3e-3

# Smooth mass layer: abrupt limit, realistic width and slow variation.
T_thin, T_graded, T_wide = graded_T(0.1), graded_T(10.0), graded_T(400.0)
assert abs(T_thin - float(exact_T)) < 1e-4
assert float(exact_T) < T_graded < T_wide and T_wide > 0.99

# Band offset and localized interface potential.
offset_ev = 0.05
offset = offset_ev/HARTREE
T_up = formula_T(E, E - offset, m1, m2)
T_down = formula_T(E, E + offset, m1, m2)
assert abs(T_up - lattice_scattering(m1, m2, E, vr=offset)[2]) < 1e-4
assert abs(T_down - lattice_scattering(m1, m2, E, vr=-offset)[2]) < 1e-4
spike_ev_angstrom = 0.6
spike = spike_ev_angstrom/(HARTREE*BOHR)
T_spike = formula_T(E, E, m1, m2, spike)
assert abs(T_spike - lattice_scattering(m1, m2, E, spike=spike)[2]) < 1e-4

# Two-band model: its conserved current fixes the energy-dependent mass.
gap_ev = 0.8
gap = gap_ev/HARTREE
mass_at_E = m1*(1 + E/gap)
k_band = np.sqrt(2*mass_at_E*E)
coupling = np.sqrt(gap/(2*m1))
band_E, band_states = np.linalg.eigh(
    np.array([[0, coupling*k_band], [coupling*k_band, -gap]]))
c, valence = band_states[:, 1]
assert abs(band_E[1] - E) < 1e-10
assert abs(2*coupling*valence/c - k_band/mass_at_E) < 1e-9
T_nonparabolic = formula_T(E, E, mass_at_E, m2)


def angle_T(sin_squared):
    return formula_T(E*(1 - sin_squared), E*(1 - sin_squared*m1/m2), m1, m2)


# Oblique incidence: parallel kinetic energy acts as a side-dependent potential.
sin2_clear = np.sin(np.arctan(2.0))**2
r_clear = lattice_scattering(m1, m2, E, vl=E*sin2_clear,
                             vr=E*sin2_clear*m1/m2)[0]
assert abs(r_clear)**2 < 1e-6
T_oblique = lattice_scattering(m1, m2, E, vl=0.5*E, vr=0.5*E*m1/m2)[2]
assert abs(T_oblique - angle_T(0.5)) < 1e-4

# Thermal injection: energy integral against the angle average.
temperature = 300.0
kT_ev = constants.k*temperature/constants.e
kT = kT_ev/HARTREE
T_angles = quad(angle_T, 0, 1)[0]
T_thermal = dblquad(
    lambda parallel, normal: np.exp(-parallel - normal)*formula_T(
        normal*kT, (normal + parallel*(1 - m1/m2))*kT, m1, m2),
    0, 30, 0, 30, epsabs=1e-5, epsrel=1e-5)[0]
assert abs(T_thermal - T_angles) < 1e-3

print(f"Light mass: {m1:.2f} electron masses")
print(f"Heavy mass: {m2:.2f} electron masses")
print(f"Energy above common edge: {energy_ev:.2f} eV")
print(f"Light-side wave number: {k1/BOHR:.5f} 1/angstrom")
print(f"Heavy-side wave number: {k2/BOHR:.5f} 1/angstrom")
print(f"Light-side wavelength: {2*np.pi/k1*BOHR:.1f} angstrom")
print(f"Heavy-side wavelength: {2*np.pi/k2*BOHR:.1f} angstrom")
print(f"Light-side hbar*v: {v1*HARTREE*BOHR:.3f} eV angstrom")
print(f"Heavy-side hbar*v: {v2*HARTREE*BOHR:.3f} eV angstrom")
print(f"Exact r: {exact_r} (dimensionless)")
print(f"Exact t: {exact_t} (dimensionless)")
print(f"Exact density ratio |t|^2: {exact_t**2} (dimensionless)")
print(f"Exact R: {exact_R} (dimensionless)")
print(f"Exact T: {exact_T} = {float(exact_T):.6f} (dimensionless)")
print(f"Lattice T, light to heavy: {T_lat:.6f} (dimensionless)")
print(f"Lattice T, heavy to light: {T_back:.6f} (dimensionless)")
print(f"Lattice r, heavy to light: {r_back.real:.5f} (dimensionless)")
print(f"Lattice t, heavy to light: {t_back.real:.5f} (dimensionless)")
print(f"Lattice T at {0.1*energy_ev:.2f} eV: {T_low:.6f} (dimensionless)")
print(f"Lattice T at {2*energy_ev:.2f} eV: {T_high:.6f} (dimensionless)")
print(f"Lattice T for mass ratio 9: {T_nine:.5f} (dimensionless)")
print(f"Wave-packet transmitted probability: {packet_T:.4f} (dimensionless)")
print(f"Wrong derivative matching, R: {bad_R} (dimensionless)")
print(f"Wrong derivative matching, T: {bad_T} (dimensionless)")
print(f"Wrong derivative matching, R+T: {bad_R + bad_T} (dimensionless)")
print(f"T for 0.1 angstrom grading: {T_thin:.6f} (dimensionless)")
print(f"T for 10 angstrom grading: {T_graded:.4f} (dimensionless)")
print(f"T for 400 angstrom grading: {T_wide:.4f} (dimensionless)")
print(f"Band-offset size: {offset_ev:.2f} eV")
print(f"T with heavy-side edge raised: {T_up:.4f} (dimensionless)")
print(f"T with heavy-side edge lowered: {T_down:.4f} (dimensionless)")
print(f"Interface spike strength: {spike_ev_angstrom:.1f} eV angstrom")
print(f"T with interface spike: {T_spike:.4f} (dimensionless)")
print(f"Two-band gap: {gap_ev:.1f} eV")
print(f"Light mass at this energy: {mass_at_E:.5f} electron masses")
print(f"T with nonparabolic light band: {T_nonparabolic:.4f} (dimensionless)")
print(f"Reflectionless angle: {np.degrees(np.arctan(2.0)):.2f} degrees")
print(f"Lattice R at that angle: {abs(r_clear)**2:.1e} (dimensionless)")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy: {kT_ev:.5f} eV")
print(f"Thermal-injection average T: {T_thermal:.4f} (dimensionless)")
print(f"Average T over sin^2(angle): {T_angles:.4f} (dimensionless)")
print("verified")
```

Printed output:

```
Light mass: 0.05 electron masses
Heavy mass: 0.20 electron masses
Energy above common edge: 0.10 eV
Light-side wave number: 0.03623 1/angstrom
Heavy-side wave number: 0.07245 1/angstrom
Light-side wavelength: 173.4 angstrom
Heavy-side wavelength: 86.7 angstrom
Light-side hbar*v: 5.521 eV angstrom
Heavy-side hbar*v: 2.760 eV angstrom
Exact r: 1/3 (dimensionless)
Exact t: 4/3 (dimensionless)
Exact density ratio |t|^2: 16/9 (dimensionless)
Exact R: 1/9 (dimensionless)
Exact T: 8/9 = 0.888889 (dimensionless)
Lattice T, light to heavy: 0.888879 (dimensionless)
Lattice T, heavy to light: 0.888879 (dimensionless)
Lattice r, heavy to light: -0.33335 (dimensionless)
Lattice t, heavy to light: 0.66665 (dimensionless)
Lattice T at 0.01 eV: 0.888888 (dimensionless)
Lattice T at 0.20 eV: 0.888868 (dimensionless)
Lattice T for mass ratio 9: 0.74997 (dimensionless)
Wave-packet transmitted probability: 0.8882 (dimensionless)
Wrong derivative matching, R: 1/9 (dimensionless)
Wrong derivative matching, T: 2/9 (dimensionless)
Wrong derivative matching, R+T: 1/3 (dimensionless)
T for 0.1 angstrom grading: 0.888890 (dimensionless)
T for 10 angstrom grading: 0.8983 (dimensionless)
T for 400 angstrom grading: 0.9994 (dimensionless)
Band-offset size: 0.05 eV
T with heavy-side edge raised: 0.7719 (dimensionless)
T with heavy-side edge lowered: 0.9422 (dimensionless)
Interface spike strength: 0.6 eV angstrom
T with interface spike: 0.8706 (dimensionless)
Two-band gap: 0.8 eV
Light mass at this energy: 0.05625 electron masses
T with nonparabolic light band: 0.9058 (dimensionless)
Reflectionless angle: 63.43 degrees
Lattice R at that angle: 3.0e-10 (dimensionless)
Temperature: 300 K
Thermal energy: 0.02585 eV
Thermal-injection average T: 0.9381 (dimensionless)
Average T over sin^2(angle): 0.9381 (dimensionless)
verified
```
